# Biquadratic coupling of ultrathin magnetic films from a fluctuating interlayer exchange: a numerical check

```python
"""
Fluctuation-induced biquadratic coupling of two thin ferromagnetic films.
Result under test: a coupling J(x) = J0 + dJ cos(q x), energy -J(x) m1.m2 per area,
lowers the energy per area by B sin^2(theta), B = dJ^2 / (4 A t q^2).
A: exchange stiffness, density A |grad m|^2;  t: thickness of each film;
theta: mean angle between the in-plane moments m1 and m2;  d: spacer thickness;
eps = dJ/(A t q^2) and j0 = J0/(A t q^2) are the dimensionless couplings.
"""
import numpy as np
from scipy.constants import mu_0, k as k_B
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar

# ---------- nonlinear two-film solver, energies in units of A t q^2 ----------
N_GRID, N_HARM = 64, 6
x = 2 * np.pi * np.arange(N_GRID) / N_GRID
n = np.arange(1, N_HARM + 1)
basis = np.hstack([np.cos(np.outer(x, n)), np.sin(np.outer(x, n))])
slope = np.hstack([-n * np.sin(np.outer(x, n)), n * np.cos(np.outer(x, n))])
relative = np.hstack([basis, -basis])          # gives u1 - u2
stiff = 2 * np.kron(np.eye(2), slope.T @ slope) / N_GRID


def relax(eps, j0, theta):
    """Energy change on relaxation at fixed mean angle, and the harmonics."""
    coupling = j0 + eps * np.cos(x)
    c = np.zeros(4 * N_HARM)
    for _ in range(40):
        angle = theta + relative @ c
        grad = stiff @ c + relative.T @ (coupling * np.sin(angle)) / N_GRID
        hess = stiff + relative.T @ ((coupling * np.cos(angle))[:, None]
                                     * relative) / N_GRID
        step = np.linalg.solve(hess, grad)
        c = c - step
        if np.max(np.abs(step)) < 1e-13:
            break
    assert np.max(np.abs(step)) < 1e-10
    assert np.linalg.eigvalsh(hess)[0] > 0      # a true minimum
    angle = theta + relative @ c
    energy = 0.5 * c @ stiff @ c - np.mean(coupling * np.cos(angle))
    return energy + j0 * np.cos(theta), c


def total(theta, eps, j0):
    return relax(eps, j0, theta)[0] - j0 * np.cos(theta)


# energy law and rocking amplitudes, the two films being free to differ
for deg in (20, 50, 90, 130):
    th = np.radians(deg)
    gain, c = relax(0.05, 0.0, th)
    assert abs(gain / (-0.05**2 * np.sin(th)**2 / 4) - 1) < 2e-3
    assert abs(c[0] / (-0.05 * np.sin(th) / 2) - 1) < 3e-3
    assert abs(c[2 * N_HARM] + c[0]) < 1e-10
# correction by the mean coupling
th = np.radians(50)
gain = relax(0.05, 0.3, th)[0]
assert abs(gain / (-0.05**2 * np.sin(th)**2 / (4 * (1 + 0.3 * np.cos(th)))) - 1) < 2e-3
# leading nonlinear correction at 90 degrees: factor 1 - eps^2/4
ratio = relax(0.1, 0.0, np.pi / 2)[0] / (-0.1**2 / 4)
assert abs((1 - ratio) / 0.1**2 - 0.25) < 0.005
# canting: cos(theta) = J0/(2B) below the threshold, collinear above it
eps_s = 0.05
two_B = eps_s**2 / 2
best = minimize_scalar(total, bounds=(0.1, 3.0), args=(eps_s, 0.5 * two_B),
                       method="bounded", options={"xatol": 1e-8}).x
assert abs(np.degrees(best) - 60) < 0.15
scan = np.radians(np.arange(0, 181, 5))
assert np.argmin([total(s, eps_s, 1.2 * two_B) for s in scan]) == 0
assert np.argmin([total(s, eps_s, -1.2 * two_B) for s in scan]) == len(scan) - 1
assert np.argmin([total(s, eps_s, 0.0) for s in scan]) == 18


# ---------- thickness dependence: finite elements through one film ----------
def surface_response(tau, cells=300):
    """Response of the driven face, unit drive, film of reduced thickness q t."""
    h = tau / cells
    K = np.zeros((cells + 1, cells + 1))
    element = np.array([[1, -1], [-1, 1]]) / h + h / 6 * np.array([[2, 1], [1, 2]])
    for i in range(cells):
        K[i:i + 2, i:i + 2] += element
    drive = np.zeros(cells + 1)
    drive[0] = 1
    return np.linalg.solve(K, drive)[0]


for tau_test in (0.3, 1.0, 2.5):
    assert abs(surface_response(tau_test) * np.tanh(tau_test) - 1) < 1e-4

# ---------- example: rough values, regime of Fe films across thin Cr ----------
t, d, period = 1e-9, 1e-9, 20e-9
A, Ms, K1, T = 20e-12, 1.7e6, 5e4, 300.0
dJ, J0 = 0.5e-3, 0.03e-3
q = 2 * np.pi / period
tau = q * t
scale = A * t * q**2
eps, j0 = dJ / scale, J0 / scale
B = dJ**2 / (4 * scale)
amplitude = dJ / (2 * scale)
theta_formula = np.degrees(np.arccos(J0 / (2 * B)))
theta_full = np.degrees(minimize_scalar(total, bounds=(0.1, 3.0), args=(eps, j0),
                                        method="bounded",
                                        options={"xatol": 1e-8}).x)
assert abs(theta_full - theta_formula) < 1.5
B_nonlinear = -relax(eps, 0.0, np.pi / 2)[0] * scale
thick_factor = tau / np.tanh(tau)
period_limit = 2 * np.pi * np.sqrt(A * t / dJ)
eps_40 = dJ / (A * t * (2 * np.pi / 40e-9)**2)
ratio_40 = relax(eps_40, 0.0, np.pi / 2)[0] / (-eps_40**2 / 4)
assert ratio_40 < 0.95


# ---------- dipolar energy of the rocking moments ----------
def dipole_matrix(p1, p2):
    """Quadratic form in the amplitudes; p: change of m_x per unit rotation."""
    pre = mu_0 * Ms**2 / (4 * q)
    own = pre * (tau - 1 + np.exp(-tau))
    mutual = pre * (1 - np.exp(-tau))**2 * np.exp(-q * d)
    return np.array([[own * p1**2, mutual * p1 * p2 / 2],
                     [mutual * p1 * p2 / 2, own * p2**2]])


def dipole_direct(m1, m2, cells=100):
    """Same energy from a finite-difference solution of Poisson's equation."""
    h = tau / cells
    gap, pad = int(round(d / t * cells)), int(12 / h)
    charge = np.concatenate([np.zeros(pad), m1 * np.ones(cells), np.zeros(gap),
                             m2 * np.ones(cells), np.zeros(pad)])
    bands = np.full((3, charge.size), -1 / h**2)
    bands[1] = 2 / h**2 + 1
    potential = solve_banded((1, 1), bands, charge)
    mean_sin2 = np.mean(np.sin(x)**2)
    return (mu_0 / 2) * mean_sin2 * (Ms * q)**2 / q**3 * h * (charge @ potential)


for m1, m2 in ((1.0, 0.0), (0.7, 0.4), (0.7, -0.4)):
    form = np.ones(2) @ dipole_matrix(m1, m2) @ np.ones(2)
    assert abs(form / dipole_direct(m1, m2) - 1) < 2e-3

force = 0.5 * dJ * np.array([1.0, -1.0])
B_dipole = []
for mean_direction in np.radians(np.arange(0, 180, 1)):
    p1 = -np.sin(mean_direction + np.pi / 4)
    p2 = -np.sin(mean_direction - np.pi / 4)
    form = 0.5 * scale * np.eye(2) + dipole_matrix(p1, p2)
    B_dipole.append(0.25 * force @ np.linalg.solve(form, force))
assert max(B_dipole) < B

# ---------- fourfold anisotropy (K1/4) sin^2(2 phi) in each film ----------
phi = np.radians(np.arange(0, 360, 0.5))
difference = phi[:, None] - phi[None, :]
cost = K1 * t / 4 * np.sin(2 * phi)**2
landscape = (-J0 * np.cos(difference) - B * np.sin(difference)**2
             + cost[:, None] + cost[None, :])
where = np.unravel_index(np.argmin(landscape), landscape.shape)
theta_aniso = np.degrees(np.arccos(np.cos(difference[where])))
small = 1e-3
aniso_stiffness = K1 / 4 * np.sin(2 * small)**2 / small**2 / (A * q**2)

# ---------- thermal rocking, classical modes over one decade below period ----------
variance = k_B * T / (4 * np.pi * A * t) * np.log(10)
m = np.arange(-300, 301)
m2_sum = (m[:, None]**2 + m[None, :]**2).astype(float)
ring = (m2_sum >= 30**2) & (m2_sum < 300**2)
mode_sum = k_B * T / (2 * A * t) * np.sum(1 / (4 * np.pi**2 * m2_sum[ring]))
assert abs(mode_sum / variance - 1) < 0.01
# two independent films: Gaussian average of cos(relative angle), squared in B
thermal_factor = np.exp(-(2 * variance) / 2)**2
rng = np.random.default_rng(1)
noise = rng.normal(0, np.sqrt(variance), (2, 400000))
assert abs(np.mean(np.cos(noise[0] - noise[1]))**2 - thermal_factor) < 2e-3
thermal_side = np.sqrt(k_B * T / B)

mJ = 1e3
print(f"film thickness t = {t*1e9:.1f} nm")
print(f"spacer thickness d = {d*1e9:.1f} nm")
print(f"period of the fluctuation = {period*1e9:.0f} nm")
print(f"wavevector q = {q*1e-9:.4f} 1/nm")
print(f"exchange stiffness A = {A*1e12:.0f} pJ/m")
print(f"magnetization Ms = {Ms*1e-6:.1f} MA/m")
print(f"fourfold anisotropy K1 = {K1*1e-3:.0f} kJ/m^3")
print(f"coupling fluctuation dJ = {dJ*mJ:.2f} mJ/m^2")
print(f"mean coupling J0 = {J0*mJ:.3f} mJ/m^2")
print(f"exchange scale A t q^2 = {scale*mJ:.3f} mJ/m^2")
print(f"eps = dJ/(A t q^2) = {eps:.4f} (no unit)")
print(f"J0/(A t q^2) = {j0:.4f} (no unit)")
print(f"B from the formula = {B*mJ:.5f} mJ/m^2")
print(f"B converted = {B*1e7/1e4:.5f} erg/cm^2")
print(f"collinear threshold 2B = {2*B*mJ:.5f} mJ/m^2")
print(f"rocking amplitude per film at 90 deg = {np.degrees(amplitude):.2f} deg")
print(f"canting angle, formula = {theta_formula:.2f} deg")
print(f"canting angle, nonlinear solver = {theta_full:.2f} deg")
print(f"B at 90 deg, nonlinear solver, J0=0 = {B_nonlinear*mJ:.5f} mJ/m^2")
print(f"ratio nonlinear/formula at 90 deg = {B_nonlinear/B:.4f} (no unit)")
print(f"q t = {tau:.4f} (no unit)")
print(f"finite-thickness factor qt coth(qt) = {thick_factor:.4f} (no unit)")
print(f"period at which eps = 1: {period_limit*1e9:.1f} nm")
print(f"eps at period 40 nm = {eps_40:.3f} (no unit)")
print(f"ratio nonlinear/formula at 40 nm = {ratio_40:.3f} (no unit)")
print(f"B with dipolar fields, lowest direction = {min(B_dipole)*mJ:.5f} mJ/m^2")
print(f"B with dipolar fields, highest direction = {max(B_dipole)*mJ:.5f} mJ/m^2")
print(f"mean direction from x at lowest B = {np.argmin(B_dipole):.0f} deg")
print(f"mean direction from x at highest B = {np.argmax(B_dipole):.0f} deg")
print(f"anisotropy per film K1 t/4 = {K1*t/4*mJ:.4f} mJ/m^2")
print(f"canting angle with anisotropy = {theta_aniso:.1f} deg")
print(f"anisotropy/exchange stiffness K1/(A q^2) = {aniso_stiffness:.4f} (no unit)")
print(f"shape energy mu0 Ms^2 t/2 = {mu_0*Ms**2*t/2*mJ:.3f} mJ/m^2")
print(f"temperature = {T:.0f} K")
print(f"thermal rms angle per film, 2 to 20 nm = {np.degrees(np.sqrt(variance)):.1f} deg")
print(f"thermal factor on B through dJ = {thermal_factor:.3f} (no unit)")
print(f"side of square where B*area = kT: {thermal_side*1e9:.1f} nm")
print("done: every assertion held")
```

Output:

```
film thickness t = 1.0 nm
spacer thickness d = 1.0 nm
period of the fluctuation = 20 nm
wavevector q = 0.3142 1/nm
exchange stiffness A = 20 pJ/m
magnetization Ms = 1.7 MA/m
fourfold anisotropy K1 = 50 kJ/m^3
coupling fluctuation dJ = 0.50 mJ/m^2
mean coupling J0 = 0.030 mJ/m^2
exchange scale A t q^2 = 1.974 mJ/m^2
eps = dJ/(A t q^2) = 0.2533 (no unit)
J0/(A t q^2) = 0.0152 (no unit)
B from the formula = 0.03166 mJ/m^2
B converted = 0.03166 erg/cm^2
collinear threshold 2B = 0.06333 mJ/m^2
rocking amplitude per film at 90 deg = 7.26 deg
canting angle, formula = 61.72 deg
canting angle, nonlinear solver = 61.06 deg
B at 90 deg, nonlinear solver, J0=0 = 0.03117 mJ/m^2
ratio nonlinear/formula at 90 deg = 0.9846 (no unit)
q t = 0.3142 (no unit)
finite-thickness factor qt coth(qt) = 1.0327 (no unit)
period at which eps = 1: 39.7 nm
eps at period 40 nm = 1.013 (no unit)
ratio nonlinear/formula at 40 nm = 0.834 (no unit)
B with dipolar fields, lowest direction = 0.02868 mJ/m^2
B with dipolar fields, highest direction = 0.03085 mJ/m^2
mean direction from x at lowest B = 0 deg
mean direction from x at highest B = 90 deg
anisotropy per film K1 t/4 = 0.0125 mJ/m^2
canting angle with anisotropy = 75.0 deg
anisotropy/exchange stiffness K1/(A q^2) = 0.0253 (no unit)
shape energy mu0 Ms^2 t/2 = 1.816 mJ/m^2
temperature = 300 K
thermal rms angle per film, 2 to 20 nm = 11.2 deg
thermal factor on B through dJ = 0.927 (no unit)
side of square where B*area = kT: 11.4 nm
done: every assertion held
```
